# Fowler's internal-photoemission integral at threshold and well above it

**Question**

I am working on internal photoemission from a copper electrode into a low-k dielectric. The exercise gives Fowler's integral for the electrons that can cross the barrier,

$$S=\int_{E_F-\Delta}^{\infty}kT\,\ln\!\left[1+e^{(E_F-W)/kT}\right]dW,\qquad \Delta=h\nu-\Phi ,$$

and asks me to show that the yield at threshold is finite and goes as $T^2$, while well above threshold it grows as $\Delta^2$.

I have three problems. I don't see where the logarithm comes from. I cannot expand it, because the series in $e^{(E_F-W)/kT}$ diverges for $W<E_F$, which is the region that matters above threshold. And when I integrate numerically at 300 K with $\Delta=0.1$ eV, the slope of $\ln S$ against $\ln\Delta$ is about 1.65, not 2. Is the quadratic law wrong, or am I not "well above" threshold? How far can I trust any of this for a real film?

**Answer**

The quadratic law is right, but 0.1 eV is too close to threshold for it at 300 K. The integral can be done in closed form on both sides of threshold, and the result says how far is far enough.

**Where the logarithm comes from**

Take a free-electron metal with energies measured from the bottom of its band. Let $W=\hbar^2k_z^2/2m$ be the energy of motion normal to the interface and $E_\parallel$ that of lateral motion. The barrier top lies $\Phi$ above the Fermi level. Fowler's model makes three assumptions:

- each electron arriving at the interface is equally likely to absorb a photon;
- the whole photon energy goes into normal motion;
- the electron crosses if $W+h\nu\ge E_F+\Phi$, and otherwise does not.

The last condition is $W\ge E_F-\Delta$, which is your lower limit.

With two spin states, the arriving flux is

$$J=\int\frac{2\,d^3k}{(2\pi)^3}\,v_z\,\frac{1}{1+e^{(W+E_\parallel-E_F)/kT}} .$$

Since $v_z=\hbar k_z/m$, we have $v_z\,dk_z=dW/\hbar$. The lateral area element is $d^2k_\parallel=\pi\,d(k_\parallel^2)=(2\pi m/\hbar^2)\,dE_\parallel$. The constants combine to

$$\frac{2}{8\pi^3}\cdot\frac1\hbar\cdot\frac{2\pi m}{\hbar^2}=\frac{m}{2\pi^2\hbar^3}.$$

The lateral integral is elementary:

$$\int_0^\infty\frac{dE_\parallel}{1+e^{(W+E_\parallel-E_F)/kT}}
=\Big[-kT\ln\!\big(1+e^{-(W+E_\parallel-E_F)/kT}\big)\Big]_0^\infty
=kT\ln\!\left[1+e^{(E_F-W)/kT}\right].$$

So the logarithm counts the occupied lateral states at a given normal energy, and the flux able to escape is $mS/(2\pi^2\hbar^3)$. I define the yield $Y$ as the fraction of arriving electrons that would escape if every one of them absorbed a photon. This ignores that the deepest electrons may have no empty state to be excited into. Then $Y=S/S_{\rm tot}$, where $S_{\rm tot}$ is the same integral taken from $W=0$. This requires $\Delta\le E_F$; beyond that every electron in the band qualifies and $Y$ stays at 1.

**Reducing the integral to one function**

Put $\mu=\Delta/kT$ and $y=(W-E_F+\Delta)/kT$. Then $(E_F-W)/kT=\mu-y$ and $dW=kT\,dy$, so

$$S=(kT)^2f(\mu),\qquad f(\mu)=\int_0^\infty\ln(1+e^{\mu-y})\,dy=\int_{-\infty}^{\mu}\ln(1+e^u)\,du .$$

The last form uses $u=\mu-y$. One factor $kT$ comes from the lateral states and the other from the range of normal energy.

**At threshold**

For $\mu\le0$ your expansion is allowed, because $e^{\mu-y}\le1$:

$$f(\mu)=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n}\int_0^\infty e^{n(\mu-y)}dy=\sum_{n=1}^\infty\frac{(-1)^{n+1}e^{n\mu}}{n^2}.$$

At $\mu=0$ we need $\sum(-1)^{n+1}/n^2$. It follows from the Fourier series of $x^2$ on $[-\pi,\pi]$. The mean of $x^2$ is $\pi^2/3$, and integrating by parts twice gives the cosine coefficients

$$\frac2\pi\int_0^\pi x^2\cos nx\,dx=\frac{4(-1)^n}{n^2}.$$

At $x=0$ the series reads $0=\pi^2/3+4\sum(-1)^n/n^2$. The sum is therefore $\pi^2/12$, and

$$S(\Delta=0)=\frac{\pi^2}{12}(kT)^2 .$$

"Finite" here means nonzero at $T>0$: thermally excited electrons already lie above the cut. At $T=0$ the threshold yield of this model vanishes. Further below threshold the first term of the series dominates, and $S\approx(kT)^2e^{-|\Delta|/kT}$.

**Above threshold**

Instead of expanding, reflect $\mu$. From the second form of $f$, $f'(\mu)=\ln(1+e^\mu)$, so

$$\frac{d}{d\mu}\big[f(\mu)+f(-\mu)\big]=\ln\frac{1+e^\mu}{1+e^{-\mu}}=\ln e^\mu=\mu .$$

Integrating from 0, where the bracket equals $2f(0)=\pi^2/6$, gives

$$f(\mu)=\frac{\mu^2}{2}+\frac{\pi^2}{6}-f(-\mu).$$

For $\mu>0$ the remainder is small, since $\ln(1+x)<x$ for $x>0$:

$$0<f(-\mu)=\int_\mu^\infty\ln(1+e^{-u})\,du<\int_\mu^\infty e^{-u}\,du=e^{-\mu}.$$

In energy units,

$$S=\frac{\Delta^2}{2}+\frac{\pi^2}{6}(kT)^2-(kT)^2f(-\mu).$$

For $\Delta\gg kT$ this is the quadratic law. At $T=0$ it can be read off directly: an electron whose normal energy lies $x$ below $E_F$ can have lateral energy up to $x$, so $S=\int_0^\Delta x\,dx=\Delta^2/2$.

**Why your slope is 1.65**

At fixed temperature the local exponent is

$$\frac{d\ln S}{d\ln\Delta}=\frac{\mu f'(\mu)}{f(\mu)}=\frac{\mu\ln(1+e^\mu)}{f(\mu)} .$$

Take $E_F=7$ eV, $\Phi=4$ eV and $T=300$ K, so that $kT=0.02585$ eV. At threshold $S=0.8225\times(0.02585)^2=5.50\times10^{-4}$ eV². The formula for $S$ above threshold, taken at $\Delta=E_F$, gives $S_{\rm tot}=E_F^2/2+\pi^2(kT)^2/6=24.50$ eV². This hardly depends on temperature, so $Y$ follows the same laws as $S$. At threshold the yield is $2.2\times10^{-5}$. Other excess energies give:

| $\Delta$ (eV) | $S$ (eV²) | $\Delta^2/2$ (eV²) | exponent | $Y$ |
|---|---|---|---|---|
| 0.05 | 0.00226 | 0.00125 | 1.19 | $9.2\times10^{-5}$ |
| 0.10 | 0.00609 | 0.00500 | 1.65 | $2.5\times10^{-4}$ |
| 0.20 | 0.0211 | 0.0200 | 1.90 | $8.6\times10^{-4}$ |
| 0.50 | 0.1261 | 0.1250 | 1.98 | $5.1\times10^{-3}$ |
| 1.00 | 0.5011 | 0.5000 | 2.00 | $2.0\times10^{-2}$ |

Your 0.1 eV is only $3.9\,kT$. The constant $\pi^2(kT)^2/6$ still matters there, and it dies away slowly: relative to $\Delta^2/2$ it is $\pi^2/(3\mu^2)$. For this to be 1% you need $\mu=\pi\sqrt{100/3}=18.1$, or $\Delta=0.47$ eV at 300 K. The exponentially small remainder is negligible long before that.

Temperature separates the two regimes. Doubling $T$ from 300 to 600 K at fixed $\Phi$ multiplies $S$ by 4 at threshold. At $\Delta=0.5$ eV it changes $S$ from 0.1261 to 0.1294 eV², a rise of 2.6%.

The same constant affects a Fowler plot, $\sqrt S$ against $h\nu$. The tangent at $\Delta$ meets zero at the excess energy $\Delta-2S/S'$, where $S'=dS/d\Delta$. With $S\approx\Delta^2/2+\pi^2(kT)^2/6$ and $S'\approx\Delta$, this is

$$\Delta-\Big(\Delta+\frac{\pi^2(kT)^2}{3\Delta}\Big)=-\frac{\pi^2(kT)^2}{3\Delta}.$$

In this sharp-cut model a tangent at 0.5 eV therefore places the threshold 4.4 meV too low. In a real film, transmission that varies with energy can shift the intercept by a comparable amount.

**Tunnelling near the barrier top**

The sharp cut at the barrier top fails when tunnelling smears it as much as temperature does. In a field $F$, an electron in the dielectric at distance $x$ from the metal has potential energy $-A/x-eFx$ relative to the flat-band barrier, with $A=e^2/(16\pi\varepsilon_0\varepsilon)$ and $\varepsilon$ the optical relative permittivity. Setting the derivative to zero gives the position of the top, $x_m=\sqrt{A/eF}$, and the lowering $\delta=2\sqrt{AeF}=2eFx_m$. The downward curvature there is $2A/x_m^3=\delta/x_m^2$. For electron mass $m_d$ in the dielectric, the top is an inverted parabola with $\omega=\sqrt{\delta/m_d}/x_m$.

Its transmission follows from a short argument. Let $q$ be the distance from the top in units of $\sqrt{\hbar/m_d\omega}$, and $e_0=\varepsilon_n/\hbar\omega$, with $\varepsilon_n$ the normal energy measured from the top. The Schrödinger equation is $\psi''=-(q^2+2e_0)\psi$. Far to the right the transmitted wave is $t\,q^{ie_0-1/2}e^{iq^2/2}$. Continuing it to the left through the upper half-plane, $q\to e^{i\pi}|q|$, gives the reflected wave, so $|r|=|t|e^{-\pi e_0}$. The upper path is the right one because just above the negative axis $e^{iq^2/2}$ is large and the incident wave, which contains $e^{-iq^2/2}$, is small, so the incident wave cannot alter the coefficient being followed. With $|r|^2+|t|^2=1$,

$$D(\varepsilon_n)=|t|^2=\frac{1}{1+e^{-\varepsilon_n/w}},\qquad w=\frac{\hbar\omega}{2\pi}.$$

This has the shape of a Fermi step, with $w$ in place of $kT$. Let $p_a(s)$ be the derivative of the step $1/(1+e^{-s/a})$, a symmetric bell of unit area. Then $D(\varepsilon_n)=\int_{-\infty}^{\varepsilon_n}p_w(s)\,ds$. Also, $kT\ln(1+e^{-\varepsilon_n/kT})=\int_{\varepsilon_n}^\infty p_{kT}(t)(t-\varepsilon_n)\,dt$, because both sides have second derivative $p_{kT}(\varepsilon_n)$ and vanish at large $\varepsilon_n$. At threshold

$$S=\int D(\varepsilon_n)\,kT\ln(1+e^{-\varepsilon_n/kT})\,d\varepsilon_n=\iint_{t>s}p_{kT}(t)\,p_w(s)\,\frac{(t-s)^2}{2}\,ds\,dt .$$

By symmetry the region $t>s$ holds half of the mean of $(t-s)^2$, so $S$ is one quarter of the summed variances. For $w\to0$ this must return $\pi^2(kT)^2/12$, so the thermal variance is $\pi^2(kT)^2/3$; the tunnelling variance is likewise $\pi^2w^2/3$. Hence

$$S(\Delta=0)=\frac{\pi^2}{12}\left[(kT)^2+w^2\right].$$

For a parabolic top the $T^2$ law thus sits on a constant floor. At 0.5 MV/cm, with $\varepsilon=2$ and $m_d=0.5$ free-electron masses, $x_m=1.90$ nm, $\delta=0.19$ eV and $w=0.0143$ eV. In the parabolic approximation the threshold yield at 300 K is raised by the factor $1+(0.0143/0.02585)^2=1.30$. The two contributions are equal at 166 K, and well below that the threshold yield hardly depends on temperature.

The image barrier is steeper on the metal side, and electrons are partly reflected there. Solving the wave equation for this barrier, cut off at the bottom of the metal's band and joined to the free-electron metal with $\psi$ and $(1/m)\,d\psi/dx$ continuous, gives a transmission of 0.34 at the top instead of 0.5. The threshold yield at 300 K is then 0.93 times the sharp-cut value. These figures place the mass step where the image potential reaches the band bottom, and they depend on how the potential is ended at the metal: moving the mass step to $x=0$ gives 0.31 and 0.88, and cutting the potential off at the Fermi level gives 0.37 and 1.00. A constant floor remains, but it is less than half as high, so 1.30 and 166 K are only rough guides for a film.

**How much survives other changes to the model**

Exchanging the order of integration gives a useful form. At total initial energy $E=W+E_\parallel$, the allowed range of $E_\parallel$ is $E-E_F+\Delta$, so

$$S=\int_{E_F-\Delta}^\infty\frac{E-E_F+\Delta}{1+e^{(E-E_F)/kT}}\,dE .$$

Suppose lateral momentum is conserved and the dielectric mass is $r<1$ times the metal mass. The lateral energy then rises to $E_\parallel/r$ in the dielectric, and escape requires $E+h\nu\ge E_F+\Phi+E_\parallel/r$. The allowed range becomes $r(E-E_F+\Delta)$. All of $S$ is multiplied by $r$, here 0.5, and both laws keep their form.

Suppose instead that absorption sends the electron in a random direction. The fraction heading into the escape cone is $\frac12\big[1-\sqrt{(E_F+\Phi)/(E+h\nu)}\big]$. Close to threshold this is approximately $(E-E_F+\Delta)/[4(E_F+\Phi)]$, so the same integral returns at leading order. I integrated the full cone expression numerically over the free-electron density of states and divided by the number of electrons that can be excited into empty states. The yield per excited electron is $3.7\times10^{-6}$ at threshold and $7.5\times10^{-4}$ at $\Delta=0.5$ eV. These numbers are six to seven times below Fowler's, but the denominators differ. $Y$ is per arriving electron, including deep ones that have no empty final state. Here every excited electron counts, including the half that start away from the interface. The growth between the two points is 12% weaker, mostly because a larger photon energy can excite more electrons; the number escaping grows only 3% less. In both of these variations the shape of the yield curve changes far less than its magnitude.

**Reading this for a real film**

The parameters are rough round values for copper on a carbon-doped-oxide low-k film, at a field well below breakdown, which is roughly several MV/cm. Near threshold the yield is very sensitive to the barrier height, which the model takes as known and fixed. $\Phi=4$ eV is the barrier top at the stated field; the flat-band barrier is 4.19 eV. Using the flat-band value at $h\nu=4$ eV would underestimate $S$ by a factor of about 1300 in the sharp-cut model. A 10 meV fall in $\Phi$ at fixed photon energy raises the threshold yield by 37% in the sharp-cut model, or 33% with the parabolic top, so a $T^2$ test has to follow the threshold at each temperature. Electrons must also reach the top without scattering: for an assumed attenuation length of 3 nm, $e^{-1.90/3}=0.53$ of them do. Copper's d bands, scattering inside the metal and reflection above the barrier are left out of $Y$, so it is not a predicted quantum efficiency. Leakage through defects is also left out, and has to be subtracted from a measured photocurrent before any power law is fitted.

All numerical values are calculated from the stated model.
